Where RPA first departs from the exact energy of two two-level fragments

**Question**

I am trying to understand what RPA does to dispersion interactions, using the smallest model I can think of. Two fragments A and B do not overlap. Each has a ground state g and one excited state e, with excitation energies a and b, and their electron densities interact. I want the interaction energy from exact diagonalization, from MP2 and from RPA, all in closed form.

The exact energy looks like a small matrix problem, and MP2 should be one term of second-order perturbation theory. With RPA I get lost between the coupling-strength integral and the frequency integral. I also don't see how RPA can be wrong here. There is no exchange between the fragments, I can feed in the exact response of each fragment, and RPA sums the ring terms to all orders. Does it deviate from the exact energy at all? If so, at which order in the coupling, and why? And is it at least better than MP2?

**Answer**

It does deviate. The order depends on a detail that "density coupling" leaves open, so the model has to be fixed first.

**The model**

Put one electron on each fragment. Let q_A and q_B be the amplitudes of the density fluctuations that interact, and write

H = a n_A + b n_B + v q_A q_B,

where n_X is 1 if fragment X is excited and 0 otherwise. The size of the transition densities is absorbed into v, so that ⟨g|q|e⟩ = 1 and v is an energy. I take ⟨g|q|g⟩ = 0: a fragment in its ground state exerts no field on the other. For now I also take ⟨e|q|e⟩ = 0, which holds if g and e have definite parity and q is odd. This second condition is the detail in question, and I drop it near the end. Energies are measured from the uncoupled ground state, and s = a + b.

**Exact energy**

Each q flips its own fragment, so V = v q_A q_B flips both. It connects gg with ee, and ge with eg, but never one pair with the other. In the basis (gg, ee) the Hamiltonian is

( 0  v )
( v  s )

and its eigenvalues obey E(E − s) − v² = 0. The lower root is

E_exact = s/2 − √(s²/4 + v²).

The other pair has the lowest energy s/2 − √((a − b)²/4 + v²). This lies higher, because (a − b)² < s², so E_exact is the ground-state energy.

For the series, write the root as (s/2)√(1 + x) with x = 4v²/s², and use √(1 + x) = 1 + x/2 − x²/8 + …:

(s/2)(1 + 2v²/s² − 2v⁴/s⁴ + …) = s/2 + v²/s − v⁴/s³ + …

E_exact = −v²/s + v⁴/s³ + O(v⁶).

**MP2**

In the product state gg each fragment feels the mean field v⟨q⟩ of the other, which is zero. So gg is a stationary mean-field state, and its first-order energy ⟨gg|V|gg⟩ vanishes. In second order V reaches one state, ee, with matrix element v and excitation energy s:

E_MP2 = −v²/s.

This is the first term of the exact series. The agreement rests on the model: there is no interaction inside a fragment, so the mean-field level spacings that form the MP2 denominator are the true excitation energies a and b. For real fragments the denominators are Hartree–Fock orbital energy differences, and the v² term of MP2 is then in general not exact. This holds even for real one-electron fragments, because the Hartree–Fock virtual orbitals feel the occupied electron: for two hydrogen atoms MP2 gives C₆ ≈ 3.7 atomic units, against the true 6.5. The square root satisfies √(1 + x) < 1 + x/2 for x > 0, so E_MP2 < E_exact: MP2 overbinds in this model.

**From the coupling integral to the response**

Scale the coupling: H_λ = a n_A + b n_B + λV. The Hellmann–Feynman theorem gives dE/dλ = ⟨V⟩_λ, and E = 0 at λ = 0, so

E = v ∫₀¹ dλ ⟨q_A q_B⟩_λ.

The correlation ⟨q_A q_B⟩ follows from the response of q_A to a perturbation φ_B q_B. At imaginary frequency iu this response is

χ_AB(iu) = −Σₙ 2ωₙ ⟨0|q_A|n⟩⟨n|q_B|0⟩/(ωₙ² + u²),

with n running over the excited states of H_λ and ωₙ their excitation energies. Since

∫₀^∞ (du/π) 2ω/(ω² + u²) = 1,

integration removes the denominators and leaves a sum over excited states, which closure turns into

−∫₀^∞ (du/π) χ_AB(iu) = ⟨q_A q_B⟩ − ⟨q_A⟩⟨q_B⟩.

The ground state of H_λ is a mixture of gg and ee, and q_A alone does not connect these, so ⟨q_A⟩ = ⟨q_B⟩ = 0 at every λ. The last term drops out. This path scales only the coupling and adds no potential to hold the density fixed, unlike the adiabatic connection of density-functional theory. What stays fixed is the mean of the interacting amplitudes, ⟨q_A⟩ = ⟨q_B⟩ = 0, while the population of the excited states does change with λ. Therefore

E = −v ∫₀¹ dλ ∫₀^∞ (du/π) χ_AB^λ(iu).

Up to here nothing is approximate: the exact χ^λ gives E_exact. The approximation enters with the χ^λ that RPA supplies.

**The RPA response**

For an isolated fragment in its ground state the sum has one term:

χ_A = −2a/(a² + u²),  χ_B = −2b/(b² + u²).

RPA lets each fragment respond with this function to the external field plus the mean field of the other. With a field φ_B on B alone,

δq_A = χ_A λv δq_B,
δq_B = χ_B (φ_B + λv δq_A).

Insert the second line into the first and collect δq_A:

δq_A (1 − λ²v²χ_Aχ_B) = λv χ_Aχ_B φ_B.

The factor relating δq_A to φ_B is χ_AB^λ. With X = v²χ_Aχ_B this gives

v χ_AB^λ = λX/(1 − λ²X).

I couple the fragments only to each other. A single electron does not repel itself, so χ_A as written is the true fragment response. An RPA that also included a Hartree self-response inside each fragment would use a different χ_A, and would in general change even the v² term.

The λ integral is elementary, because the derivative of ln(1 − λ²X) is −2λX/(1 − λ²X):

∫₀¹ dλ λX/(1 − λ²X) = −½ ln(1 − X).

The two minus signs cancel, and

E_RPA = ∫₀^∞ (du/2π) ln(1 − X),  X = 4abv²/[(a² + u²)(b² + u²)].

X is largest at u = 0, where it equals 4v²/(ab). The logarithm therefore stays real for all u > 0 if |v| ≤ v_c, with

v_c = √(ab)/2.

**The frequency integral**

Put 1 − X over a common denominator. The numerator is

(a² + u²)(b² + u²) − 4abv² = (u² + Ω₊²)(u² + Ω₋²),

and comparing powers of u² gives

Ω₊² + Ω₋² = a² + b²,
Ω₊²Ω₋² = a²b² − 4abv².

Equivalently, Ω₊² and Ω₋² are the two roots of (Ω² − a²)(Ω² − b²) = 4abv². They are the squared RPA excitation energies. The logarithm splits into two terms of the form

I(P, Q) = ∫₀^∞ (du/2π) ln[(u² + P²)/(u² + Q²)].

Its derivative with respect to P is ∫₀^∞ (du/2π) 2P/(u² + P²) = 1/2, and I vanishes at P = Q, so I = (P − Q)/2. Hence

E_RPA = ½(Ω₊ + Ω₋ − s).

The sum of the frequencies follows from its square:

(Ω₊ + Ω₋)² = Ω₊² + Ω₋² + 2Ω₊Ω₋ = a² + b² + 2ab√(1 − 4v²/(ab)).

The closed form is

E_RPA = ½[√(a² + b² + 2ab√(1 − 4v²/(ab))) − s].

**The order of the first deviation**

Expand the inner root with √(1 − y) = 1 − y/2 − y²/8 − … and y = 4v²/(ab):

2ab√(1 − y) = 2ab − 4v² − 4v⁴/(ab) − …

Adding a² + b² completes the square s²:

(Ω₊ + Ω₋)² = s²(1 − z),  z = 4v²/s² + 4v⁴/(ab s²) + …

Now take the outer root, s√(1 − z) = s − sz/2 − sz²/8 − …, and keep terms up to v⁴:

sz/2 = 2v²/s + 2v⁴/(ab s),
sz²/8 = 2v⁴/s³.

Subtracting s and halving gives

E_RPA = −v²/s − v⁴[1/(ab s) + 1/s³] + O(v⁶).

The v² term is exact. There is no v³ term in either energy. At v⁴ the exact coefficient is positive and the RPA coefficient negative:

E_RPA − E_exact = −v⁴[1/(ab s) + 2/s³] + O(v⁶).

So in the parity-symmetric two-level model RPA first deviates at fourth order, and with the wrong sign. For identical fragments, a = b = Δ, the v⁴ coefficients are +1/(8Δ³) for the exact energy and −5/(8Δ³) for RPA.

**Why summing all rings does not help**

RPA treats each fragment as a harmonic oscillator. To see this, consider two bosons with

H_bos = a α†α + b β†β + v(α + α†)(β + β†).

Introduce oscillator coordinates by α + α† = √(2a) x_A and β + β† = √(2b) x_B. Then a α†α = ½(p_A² + a²x_A²) − a/2, likewise for B, and the coupling becomes 2√(ab) v x_A x_B. The squared normal-mode frequencies are the eigenvalues of

( a²  2√(ab)v )
( 2√(ab)v  b² )

and these obey (Ω² − a²)(Ω² − b²) = 4abv², the RPA equation. The ground-state energy is ½(Ω₊ + Ω₋) − s/2 = E_RPA. RPA is thus the exact solution of a different problem, in which a fragment can be excited again while it is already excited. If each boson is capped at one quantum, the matrix of H_bos becomes that of the two-level pair.

Perturbation theory shows what the extra states cost. The first-order correction to the state is |ψ₁⟩ = −(v/s)|1,1⟩ in both models. As the first-order energy is zero, the fourth-order energy is

E₄ = −Σₘ |⟨m|V|ψ₁⟩|²/Eₘ − E₂⟨ψ₁|ψ₁⟩,

where m excludes the uncoupled ground state. The last term is (v²/s)(v²/s²) = v⁴/s³. For two-level fragments V takes |1,1⟩ back to |0,0⟩ and nowhere else, so the sum is empty and v⁴/s³ is the whole answer.

A boson can also go from one quantum to two, with amplitude √2. The sum then has three terms:

(2,2): matrix element 2v, energy 2s, contribution −2v⁴/s³
(2,0): matrix element √2 v, energy 2a, contribution −v⁴/(a s²)
(0,2): matrix element √2 v, energy 2b, contribution −v⁴/(b s²)

The last two add up to −v⁴(a + b)/(ab s²) = −v⁴/(ab s). Together the three terms are the entire fourth-order deviation. They are spurious because a two-level fragment has no further state. A real fragment does have higher states reachable from e, and RPA then gives such paths oscillator weights, which can be too large or too small. The exact linear response of a fragment does not reveal that its excitation saturates after one quantum. That information sits in the nonlinear response, which RPA does not use.

**Is RPA better than MP2?**

Not in this model. For 0 < X < 1 we have ln(1 − X) < −X, and the linear term alone integrates to the MP2 energy:

−∫₀^∞ (du/2π) X = −(4abv²/2π) · π/(2ab s) = −v²/s.

Hence, for 0 < |v| ≤ v_c,

E_RPA < E_MP2 < E_exact < 0.

The leading MP2 error is −v⁴/s³, so the ratio of the leading errors is

(RPA error)/(MP2 error) = 2 + s²/(ab) ≥ 6,

because s² − 4ab = (a − b)² ≥ 0. The higher rings that RPA adds to MP2 all lower the energy, while the true fourth-order term raises it. This is a statement about strongly saturable fragments with a single excitation each, not a verdict on the two methods for real molecules. The sign itself depends on the two-level truncation. For two hydrogen atoms with dipole–dipole coupling and the true atomic response, the term of fourth order in the coupling is attractive, about −1240/R¹² in atomic units, while RPA gives about −120/R¹². There RPA underbinds at this order instead of overbinding.

**A numerical case**

Take round parameters a = 0.50, b = 0.80 and v = 0.15 hartree (Eh), so s = 1.30 Eh and v_c = 0.316 Eh.

Exact: 0.65 − √(0.4225 + 0.0225) = −0.01708 Eh (−44.85 kJ/mol)

MP2: −0.0225/1.30 = −0.01731 Eh (−45.44 kJ/mol)

RPA: ½(0.415842 + 0.846803 − 1.30) = −0.01868 Eh (−49.04 kJ/mol)

Relative to the exact energy, MP2 overbinds by 1.3 % and RPA by 9.3 %.

The three spurious paths contribute −0.910 for (2,2), −1.183 for (2,0) and −0.740 for (0,2), in Eh⁻³. Their sum is −2.833 Eh⁻³. Multiplied by v⁴ = 0.00050625 Eh⁴ this gives −0.00143 Eh, about 90 % of the actual RPA error of −0.00159 Eh; the rest is of order v⁶ and higher. The error ratio is 7.1 at this coupling, against 6.2 from the leading terms. The numerical check checks the closed forms against diagonalization and numerical integration, and finds that the RPA error grows as v to the power 4.00 between v = 0.01 and 0.02 Eh.

**Strong coupling**

At |v| = v_c the product Ω₊²Ω₋² = ab(ab − 4v²) vanishes, so the lower RPA frequency goes to zero. Beyond that point it is imaginary and the RPA energy is no longer real. The mean-field state fails at the same place. Mix g and e on each fragment with amplitudes cos(θ/2) and sin(θ/2). The energy of the product state is

E(θ_A, θ_B) = a sin²(θ_A/2) + b sin²(θ_B/2) + v sin θ_A sin θ_B
≈ (aθ_A² + bθ_B²)/4 + vθ_Aθ_B for small angles.

This quadratic form is positive if (a/4)(b/4) > (v/2)², that is, if |v| < v_c. For larger |v| the mean field prefers fragments with permanent, correlated values of q. The exact energy has no singularity there. In the example the energies at v_c are −0.073 Eh (exact), −0.077 Eh (MP2) and −0.178 Eh (RPA). The RPA error divided by v⁴ has already grown from −2.84 Eh⁻³ at v = 0.02 Eh to −6.12 Eh⁻³ at v = 0.30 Eh, on the approach to the branch point of the inner square root.

**If the excited states carry density**

Now let ⟨e|q_A|e⟩ = d_A and ⟨e|q_B|e⟩ = d_B, still with ⟨g|q|g⟩ = 0. The state gg remains a stationary mean-field state, since ⟨eg|V|gg⟩ contains ⟨g|q_B|g⟩ = 0, and the same holds with A and B exchanged. The second-order energy is still −v²/s. But V now has a diagonal element in ee, and the third-order energy no longer vanishes:

E₃ = ⟨ψ₁|V|ψ₁⟩ = (v²/s²) · v d_A d_B = v³ d_A d_B/s².

RPA misses this term. The linear response of a fragment in its ground state involves ⟨g|q|e⟩ and not ⟨e|q|e⟩, so χ_A, χ_B and E_RPA are unchanged, and E_RPA depends on v². If both d_A and d_B are nonzero, the first deviation is therefore of third order. Physically, two fragments that are excited together interact through their changed densities, and the sign of that interaction depends on the sign of v d_A d_B.

With d_A = 0.6 and d_B = −0.5 in the example, the third-order term is −0.00060 Eh at v = +0.15 Eh. The exact energy is −0.01808 Eh for +v and −0.01675 Eh for −v, while MP2 and RPA give −0.01731 and −0.01868 Eh for both signs. For +v RPA is now slightly closer to the exact value than MP2 (errors of −0.0006 and +0.0008 Eh); for −v MP2 is closer. The advantage of RPA at +v is a cancellation: its spurious overbinding happens to offset attractive terms, such as the third-order one, that it does not contain. The ranking found above is thus guaranteed only in the parity-symmetric two-level model; with nonzero d_A and d_B it may hold, as for −v here, or fail, as for +v.

Computed values

```
excitation energy a = 0.50 Eh
excitation energy b = 0.80 Eh
coupling v = 0.15 Eh
sum s = 1.30 Eh
RPA threshold v_c = 0.316228 Eh
RPA frequency, lower = 0.415842 Eh
RPA frequency, upper = 0.846803 Eh
E exact = -0.0170832 Eh = -44.852 kJ/mol
E MP2 = -0.0173077 Eh = -45.441 kJ/mol
E RPA = -0.0186774 Eh = -49.038 kJ/mol
MP2 - exact = -0.0002245 Eh
RPA - exact = -0.0015942 Eh
MP2 error relative to exact = 1.31 %
RPA error relative to exact = 9.33 %
v^2 coefficient, all three = -0.769231 Eh^-1
v^4 coefficient, exact = 0.455166 Eh^-3
v^4 coefficient, RPA = -2.378243 Eh^-3
v^4 coefficient, RPA - exact = -2.833409 Eh^-3
v^4 term of RPA - exact = -0.0014344 Eh
spurious v^4 part via (2,2) = -0.910332 Eh^-3
spurious v^4 part via (2,0) = -1.183432 Eh^-3
spurious v^4 part via (0,2) = -0.739645 Eh^-3
leading error ratio RPA/MP2 = 6.2250
actual error ratio RPA/MP2 at v = 7.1016
scan: v/Eh, (RPA-exact)/v^4, (MP2-exact)/v^4 in Eh^-3
  0.02  -2.8382  -0.4550
  0.05  -2.8636  -0.4538
  0.10  -2.9609  -0.4499
  0.15  -3.1491  -0.4434
  0.20  -3.4886  -0.4348
  0.30  -6.1182  -0.4123
power of v in RPA error, v = 0.01 to 0.02 Eh: 4.0018
at v_c: E exact = -0.072842 Eh
at v_c: E MP2 = -0.076923 Eh
at v_c: E RPA = -0.178301 Eh
excited-state densities dA = 0.6, dB = -0.5 (no unit)
v^3 coefficient with dA, dB = -0.177515 Eh^-2
v^3 term with dA, dB = -0.0005991 Eh
E exact with dA, dB at +v = -0.0180830 Eh
E exact with dA, dB at -v = -0.0167537 Eh
```
